# Infrared intensities of acetylene from polar tensors and their sum rules

## Problem

The atomic polar tensor of nucleus \(A\) is

\[
P^A_{\alpha\beta}=\frac{\partial\mu_\alpha}{\partial R_{A\beta}},
\]

where \(\boldsymbol\mu\) is the molecular dipole and \(\mathbf R_A\) the position of the nucleus. The derivative is taken without an external field, with the electrons in their ground state for each nuclear geometry.

For linear acetylene, H–C–C–H along \(z\), a restricted Hartree–Fock calculation in the 6-31G(d,p) basis, with five spherical \(d\) functions on each carbon, gives for each hydrogen

\[
P^{\rm H}=\mathrm{diag}(p_\perp,p_\perp,p_\parallel),\qquad
p_\perp=1.0500,\quad p_\parallel=1.0081\ \text{D/Å}.
\]

The masses are \(m_{\rm H}=1.008\) and \(m_{\rm C}=12.011\) amu.

The same calculation at a planar, unevenly bent geometry gives \(\mu_x=0.4516\) D and these data (positions in Å, tensor elements in D/Å):

| Atom | \(x\) | \(z\) | \(P_{zx}\) | \(P_{zz}\) |
|---|---|---|---|---|
| H1 | 0.3175 | −1.6498 | 0.3480 | 1.0722 |
| C2 | 0.0000 | −0.5931 | −0.7619 | −1.0957 |
| C3 | 0.0000 | 0.5931 | 0.5337 | −0.9932 |
| H4 | 0.1058 | 1.6498 | −0.1199 | 1.0167 |

(a) Justify the rule that the integrated intensity of a fundamental is 42.26 km/mol times \(|\partial\boldsymbol\mu/\partial Q|^2\) in (D/Å)²/amu, where \(Q\) is the mass-weighted normal coordinate.

(b) What must \(\sum_A P^A\) and \(\sum_A P^A(\mathbf n\times\mathbf R_A)\) equal, for a unit vector \(\mathbf n\)? Check the table.

(c) Find the intensities of the infrared-active stretch and bend of linear acetylene.

## A tempting but wrong solution

Take the factor in (a) as given. For (b), one argues that a rigid motion leaves the molecule as it was, so both sums vanish. In the table, \(\sum_A P^A_{zz}=0\) as expected. The rotational sum for an axis along \(y\), however, comes out near −0.45 D, and the small basis is blamed.

For (c), one argues that carbon is heavy and stays at rest. Both hydrogens move by \(a\) per unit \(Q\), with \(2m_{\rm H}a^2=1\). Then \(\partial\mu/\partial Q=2pa\), and

\[
\left|\frac{\partial\mu}{\partial Q}\right|^2=\frac{2p^2}{m_{\rm H}},
\]

which gives 85.2 km/mol for the stretch and 92.4 km/mol for the bend.

## Where it fails

There are three faults.

First, a rigid rotation preserves the length of the dipole but turns its direction. The rotational sum must therefore reproduce the change of a turning vector, which is zero only if the dipole vanishes or lies along the rotation axis.

Second, the motion with resting carbons is not a vibration, because it moves the centre of mass. In mass-weighted coordinates, the normalized hydrogen-only motion has components \(1/\sqrt2\) on the two hydrogens. The normalized translation has components \(\sqrt{m_A/M}\), with \(M=2m_{\rm H}+2m_{\rm C}\). The squared overlap is

\[
\left(2\,\frac{1}{\sqrt2}\sqrt{\frac{m_{\rm H}}{M}}\right)^2
=\frac{2m_{\rm H}}{M}
=\frac{m_{\rm H}}{m_{\rm H}+m_{\rm C}}
=\frac{1.008}{13.019}=0.077.
\]

This share of the motion is pure translation, which changes no dipole in a neutral molecule. The intensity is too low by the same 7.7%, relative to the correct value.

Third, the bend can occur along \(x\) or along \(y\). It is a degenerate pair, and a measured band contains both components.

## Right solution

### (a) The conversion factor

Assume a dilute gas of randomly oriented molecules, wavelengths long compared with the molecule, harmonic vibrations, and a dipole linear in \(Q\). Write \(\boldsymbol\mu'=\partial\boldsymbol\mu/\partial Q\), and let \(\theta\) be the angle between \(\boldsymbol\mu'\) and the light field \(E_0\cos\omega t\). The interaction energy \(-\boldsymbol\mu\cdot\mathbf E\) gives a force of amplitude \(F=\mu'E_0\cos\theta\):

\[
\ddot Q+\gamma\dot Q+\omega_0^2Q=F\cos\omega t .
\]

The damping \(\gamma\) is a simple model of a finite line width. Without damping, the quantum mean values obey \(d\langle Q\rangle/dt=\langle P_Q\rangle\) and \(d\langle P_Q\rangle/dt=-\omega_0^2\langle Q\rangle+F\cos\omega t\), where \(P_Q\) is the momentum conjugate to \(Q\). Their combination is the classical equation, whatever the initial state. The net absorption, with stimulated emission subtracted, is therefore independent of temperature in this harmonic model.

With \(Q=\mathrm{Re}(\hat Qe^{-i\omega t})\), the steady solution is

\[
\hat Q=\frac{F}{\omega_0^2-\omega^2-i\gamma\omega}.
\]

The velocity amplitude is \(-i\omega\hat Q\), so the mean absorbed power is

\[
W=\tfrac12\mathrm{Re}(-i\omega F\hat Q)=\tfrac12\omega F\,\mathrm{Im}\,\hat Q
=\frac{F^2}{2}\,\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.
\]

Dividing by the incident intensity \(\tfrac12\varepsilon_0cE_0^2\) gives the cross section

\[
\sigma(\omega)=\frac{\mu'^2\cos^2\theta}{\varepsilon_0c}\,
\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.
\]

Let \(J\) be the integral of the last fraction over \(\omega\) from 0 to \(\infty\). Dividing numerator and denominator by \(\omega^2\), and setting \(u=\omega-\omega_0^2/\omega\), we have

\[
J=\int_0^\infty\frac{\gamma\,d\omega}{u^2+\gamma^2}.
\]

The substitution \(\omega\to\omega_0^2/\omega\) changes \(u\) to \(-u\) and produces the same integral with an extra factor \(\omega_0^2/\omega^2\). Adding the two forms, and using \(du=(1+\omega_0^2/\omega^2)d\omega\), gives

\[
2J=\int_{-\infty}^{\infty}\frac{\gamma\,du}{u^2+\gamma^2}=\pi,
\qquad J=\frac{\pi}{2}.
\]

The width has dropped out. The orientation average of \(\cos^2\theta\) is \(1/3\), and the wavenumber \(\tilde\nu=\omega/(2\pi c)\) gives \(d\tilde\nu=d\omega/(2\pi c)\). The integrated Naperian molar absorption, based on \(\ln(I_0/I)\), is thus

\[
A=N_A\int\sigma\,d\tilde\nu
=N_A\,\frac{\mu'^2}{3\varepsilon_0c}\,\frac{\pi}{2}\,\frac{1}{2\pi c}
=\frac{N_A\mu'^2}{12\varepsilon_0c^2}.
\]

For the units, use \(1/(\varepsilon_0c^2)=\mu_0\simeq4\pi\times10^{-7}\) in SI units. One debye is \(10^{-21}/c\) C m, with \(c\) standing for its SI number, and one amu is \(10^{-3}/N_A\) kg to the accuracy needed. Hence

\[
1\,\frac{(\text{D/Å})^2}{\text{amu}}
=\frac{10^{-22}}{c^2}\,\frac{N_A}{10^{-3}}
=10^{-19}\frac{N_A}{c^2}\ \text{(SI)},
\]

\[
A=\frac{4\pi\times10^{-7}}{12}\,10^{-19}\,\frac{N_A^2}{c^2}
=\frac{\pi}{3}\,10^{-26}
\left(\frac{6.02214\times10^{23}}{2.99792\times10^{8}}\right)^2
=4.226\times10^4\ \text{m/mol}.
\]

This is 42.26 km/mol. If absorbance is defined with \(\log_{10}\), the factor is smaller by \(\ln10\), namely 18.35 km/mol. Numerical integration of the absorbed power gives the Naperian factor for widths of both 0.02 and 0.30 times \(\omega_0\).

The result concerns the whole band of a fundamental. Anharmonic motion or a dipole nonlinear in \(Q\) can change the strength and allow overtones. A quadratic dipole term alone leaves the harmonic fundamental unchanged, because \(Q^2\) connects only levels whose quantum numbers differ by 0 or 2. In a dense medium the field at the molecule also differs from the incident field.

### (b) The sum rules

Shift all nuclei by \(\mathbf d\). The electrons follow, and a total charge \(q\) displaced by \(\mathbf d\) adds \(q\mathbf d\) to the dipole. The first-order expansion of the dipole gives \(\sum_AP^A\mathbf d\). Since \(\mathbf d\) is arbitrary,

\[
\sum_AP^A=q\,\mathbf 1 .
\]

Now turn all nuclei by a small angle \(\varphi\) about \(\mathbf n\). Each position changes by \(\varphi\,\mathbf n\times\mathbf R_A\), and the dipole turns with the molecule, changing by \(\varphi\,\mathbf n\times\boldsymbol\mu\). Equating the first-order terms gives

\[
\sum_AP^A(\mathbf n\times\mathbf R_A)=\mathbf n\times\boldsymbol\mu .
\]

Neither argument needs an equilibrium geometry. The rotation rule does need zero external field, since a fixed field would single out a direction in space.

For an ion, positions and dipole must refer to the same origin. If that origin is changed so that every \(\mathbf R_A\) gains \(\mathbf s\), the left side gains \(\sum_AP^A(\mathbf n\times\mathbf s)=q\,\mathbf n\times\mathbf s\). The dipole gains \(q\mathbf s\), so the right side gains the same amount. Both rules were also tested on a polarizable point-charge model with total charge \(1e\).

For the table, the translation sums from the rounded entries are

\[
\sum_AP^A_{zx}=0.3480-0.7619+0.5337-0.1199=-0.0001\ \text{D/Å},
\]

\[
\sum_AP^A_{zz}=1.0722-1.0957-0.9932+1.0167=0.0000\ \text{D/Å}.
\]

The first remainder comes from rounding the entries; the unrounded sum vanishes to the five decimals printed.

For rotation about \(y\), \(\hat{\mathbf y}\times(x,0,z)=(z,0,-x)\). The \(z\) component of the rule is therefore

\[
\sum_A\left(z_AP^A_{zx}-x_AP^A_{zz}\right)=-\mu_x .
\]

For H1 the term is \((-1.6498)(0.3480)-(0.3175)(1.0722)=-0.9146\) D. Treating the other atoms in the same way gives

\[
-0.9146+0.4519+0.3165-0.3054=-0.4516\ \text{D},
\]

in agreement with \(-\mu_x=-0.4516\) D. The sum that looked like a basis-set error is the dipole itself. The small basis does not spoil the rules here: its functions are centred on the nuclei and form complete angular shells, so the approximate electron density can move and turn with the molecule.

The table also shows why a polar tensor is more than an atomic charge. Fixed charges \(q_A\) would give \(P^A=q_A\mathbf 1\), with \(P_{zx}=0\). The nonzero \(P_{zx}\) records electronic redistribution as the nuclei move.

### (c) The two active bands

Inversion exchanges the two hydrogens and the two carbons. It reverses both displacements and dipole, so equivalent atoms have equal polar tensors. Neutrality and the translation rule give \(2P^{\rm H}+2P^{\rm C}=0\), hence \(P^{\rm C}=-P^{\rm H}\).

A vibration that changes the dipole must be odd under inversion. Equivalent atoms then have equal displacements: \(a\) for both hydrogens and \(b\) for both carbons, per unit \(Q\), along one Cartesian axis. The centre of mass must stay at rest:

\[
2m_{\rm H}a+2m_{\rm C}b=0,\qquad b=-ra,\qquad r=\frac{m_{\rm H}}{m_{\rm C}} .
\]

Rigid rotations are even under inversion, so they do not mix with this motion. One vibration remains for each axis, and its form follows without any force constants. Normalization requires

\[
1=2m_{\rm H}a^2+2m_{\rm C}r^2a^2=2m_{\rm H}a^2(1+r),
\]

because \(m_{\rm C}r^2=m_{\rm H}r\). With \(p\) the tensor element for the chosen axis,

\[
\frac{\partial\mu}{\partial Q}=2pa+2(-p)(-ra)=2pa(1+r),
\]

\[
\left|\frac{\partial\mu}{\partial Q}\right|^2
=\frac{4p^2(1+r)^2}{2m_{\rm H}(1+r)}
=2p^2\left(\frac1{m_{\rm H}}+\frac1{m_{\rm C}}\right).
\]

The carbon recoil adds to the dipole change, since both the displacement and the tensor have the opposite sign. The sum of inverse masses is 1.07532 amu⁻¹. For the stretch,

\[
A_{\rm stretch}=42.256\times2\times(1.0081)^2\times1.07532
=92.4\ \text{km/mol}.
\]

For the bend, the two components give

\[
A_{\rm bend}=2\times42.256\times2\times(1.0500)^2\times1.07532
=200.4\ \text{km/mol}.
\]

The correct stretch happens to lie close to the faulty bend value; the two contain different tensor elements and mass factors.

A full normal-mode calculation gives the same intensities, at harmonic wavenumbers of 3587.7 cm⁻¹ for the stretch and 877.2 cm⁻¹ for the bend. The other four vibrations have zero printed intensity, as inversion symmetry requires.

As \(m_{\rm C}\to\infty\), the recoil vanishes and the hydrogen-only expression becomes correct for each component. For heavier end atoms the recoil matters more. Doubling \(m_{\rm H}\), roughly the change to deuterium, leaves \(p\) unchanged because the electronic calculation depends on nuclear charges and positions, not masses. The inverse-mass sum becomes \(1/2.016+1/12.011=0.579\) amu⁻¹. Both intensities fall to 0.539 of their former values, to about 49.8 and 108 km/mol, whereas resting carbons would predict a factor of one half.

These values belong to the stated Hartree–Fock level, which omits electron correlation and uses a small basis, and they are not converged in either respect. With six Cartesian \(d\) functions, the usual convention for 6-31G(d,p), the stretch and bend intensities become 91.9 and 199.7 km/mol and the stretch wavenumber drops by about 2 cm⁻¹. At the same geometry, Hartree–Fock in the larger aug-cc-pVTZ basis gives about 98 and 227 km/mol, while second-order Møller–Plesset correlation in the small basis gives about 81 and 157 km/mol. Basis and correlation thus move the intensities by roughly 5 to 20%. Agreement with the sum rules checks the consistency of the polar tensors; it does not show that the intensities agree with experiment. The numerical output below gives the remaining comparisons.

## Computed values

```
factor (Naperian): 42.2561 km/mol per (D/A)^2/amu
factor (decadic): 18.3516 km/mol per (D/A)^2/amu
quadrature, width 0.02 omega0: 42.2561 km/mol
quadrature, width 0.30 omega0: 42.2561 km/mol
quantum 0-1 strength / classical: 1.000000
net strength / classical at kT = 0.2, 0.5, 1.0 hbar omega0: 1.000000 1.000000 1.000000
one elementary charge: 4.8032 D/A
charged model, total charge: 1.0 e
charged model, translation error: 1.3e-08 e
charged model, rotation error: 1.9e-07 e bohr
C2H2, RHF/6-31G(d,p), linear minimum
C-C distance: 1.1862 A
C-H distance: 1.0567 A
masses H, C: 1.008 12.011 amu
1/m_H + 1/m_C: 1.07532 1/amu
P of H, perpendicular and parallel: 1.0500 1.0081 D/A
P of C, perpendicular and parallel: -1.0500 -1.0081 D/A
translation error: 3.1e-05 D/A
rotation error: 1.1e-09 D
all vibrations, wavenumber (1/cm) and intensity (km/mol):
  799.2  0.00
  799.2  0.00
  877.2  100.20
  877.2  100.20
  2241.2  0.00
  3587.7  92.36
  3698.5  0.00
|dmu/dQ| stretch: 1.4784 D/A/sqrt(amu)
|dmu/dQ| one bend: 1.5399 D/A/sqrt(amu)
stretch, closed formula: 92.36 km/mol
stretch, full modes: 92.36 km/mol
bend pair, closed formula: 200.39 km/mol
bend pair, full modes: 200.39 km/mol
Bent C2H2: x (A), z (A), P_zx (D/A), P_zz (D/A), z*P_zx - x*P_zz (D)
  H1 0.3175 -1.6498 0.3480 1.0722 -0.9146
  C2 0.0000 -0.5931 -0.7619 -1.0957 0.4519
  C3 0.0000 0.5931 0.5337 -0.9932 0.3166
  H4 0.1058 1.6498 -0.1199 1.0167 -0.3054
sum of last column: -0.4516 D
-mu_x computed directly: -0.4516 D
bent, sum of P_zx: 0.00000 D/A
bent, sum of P_zz: 0.00003 D/A
bent, largest translation error: 3.2e-05 D/A
bent, largest rotation error: 4.2e-06 D
```
